How can a magnetic insulator pump spin without transmitting electrons?

**Question**

A metal film lies on a magnetic insulator whose magnetization precesses. I am told that the precession drives a spin current into the metal. I cannot see how. The spin current in the metal is carried by electrons, and no electron crosses the insulator. Every electron that hits the interface comes back, whatever its spin, so both reflection probabilities are one. With no difference between the two spins and no transmission, should the mixing conductance not be zero? If it is not, where does the spin enter?

**Answer**

Your argument is correct for one spin component, the one along the magnetization. It fails for the transverse components, because these depend on the relative phase of the two reflected amplitudes, which the reflection probabilities do not contain.

Let m be the unit vector along the majority-spin axis of the insulator. Spin u points along m and sees the lower barrier; spin d points against m. Under total reflection the amplitudes are

r_u = exp(iφ_u),  r_d = exp(iφ_d).

An electron arriving with its spin perpendicular to m is an equal superposition of u and d. It returns with the relative phase changed by φ_d − φ_u, so its spin has turned about m by that angle. No charge was transmitted, yet angular momentum was exchanged with the magnet. The quantity that measures this, for one channel, is

g = 1 − r_u r_d*
Re g = 1 − cos(φ_u − φ_d),  Im g = −sin(φ_u − φ_d).

Total reflection therefore permits a nonzero g but does not guarantee it: Re g vanishes when the phases agree modulo 2π.

**From phases to a pumped current**

I take non-interacting electrons at zero temperature, no spin-orbit coupling, and a metal that absorbs all the spin it receives. The spin current I_s is angular momentum per unit time flowing into the metal, counted as reflected minus incident waves.

For fixed m the reflection matrix in spin space is

S = a + b m·σ,  a = (r_u + r_d)/2,  b = (r_u − r_d)/2,

since m·σ is +1 for u and −1 for d. Because |r_u| = |r_d| = 1, two products follow:

2|b|² = (2 − 2 Re r_u r_d*)/2 = Re g
2ab* = (r_u + r_d)(r_u* − r_d*)/2 = (r_d r_u* − r_u r_d*)/2 = −i Im(r_u r_d*) = i Im g.

Now let m precess about z at angular frequency ω with cone angle θ. Writing the electron state as ψ = exp(−iωtσ_z/2) χ makes m stand still, at m = (sin θ, 0, cos θ), and adds −(ħω/2)σ_z to the Hamiltonian for χ. A state of energy ε in this rotating frame has laboratory energy ε + ħω/2 if its spin is up along z, and ε − ħω/2 if it is down.

The incident electrons fill laboratory energies up to E_F. In the rotating frame, up states are thus filled to E_F − ħω/2 and down states to E_F + ħω/2. Where both are filled, the reflected electrons are as unpolarized as the incident ones, because SS† = 1. What remains is a window of width ħω in which only down electrons arrive. One channel delivers 1/h electrons per unit time and energy, so the window supplies ħω/h = ω/2π electrons per second, and

I_s = (ω/2π)(ħ/2)(⟨σ⟩_out − ⟨σ⟩_in),  ⟨σ⟩_in = (0, 0, −1).

To leading order in ω we may use S at the Fermi energy. Acting on a down spin, it gives the amplitudes

s_up = b sin θ,  s_down = a − b cos θ.

Normalization, |s_up|² + |s_down|² = 1, gives the change of the z component:

|s_up|² − |s_down|² + 1 = 2|s_up|² = Re g sin²θ.

The transverse components are

⟨σ_x⟩ + i⟨σ_y⟩ = 2 s_up* s_down
= 2ab* sin θ − 2|b|² sin θ cos θ
= i Im g sin θ − Re g sin θ cos θ.

At this instant dm/dt = ω(0, sin θ, 0) and m × dm/dt = ω(−sin θ cos θ, 0, sin²θ). The three components therefore combine into

I_s = (ħ/4π)[Re g m × dm/dt + Im g dm/dt].

Both terms are perpendicular to m, which is the part of your argument that survives: no spin along m is pumped. Over a full cycle the transverse components average to zero and leave

I_z = (ħω/4π) Re g sin²θ.

Each flip from down to up gives the metal spin ħ and energy ħω. The magnet supplies both, so its precession loses energy, at the rate ωI_z. In free precession with ω > 0 about z, the spin axis m has its higher energy along +z, and the loss turns it away from there. For the opposite sense of precession I_z changes sign, the energy loss does not, and a small cone about +z closes.

**Where the spin is transferred**

No electron passes through the insulator, but its wave does enter. Let the barrier V_s(x) depend on spin, with exchange splitting Δ(x) = V_d(x) − V_u(x). Take the metal at negative x, where ψ_s = e^{ikx} + r_s e^{−ikx} and k is the wavenumber normal to the interface. Define

W = ψ_u′ψ_d* − ψ_uψ_d*′.

Inserting the metal waves,

ψ_u′ψ_d* = ik(1 + r_d* e^{2ikx} − r_u e^{−2ikx} − r_u r_d*)
ψ_uψ_d*′ = −ik(1 − r_d* e^{2ikx} + r_u e^{−2ikx} − r_u r_d*).

The oscillating terms cancel in the difference, so W = 2ikg in the metal. Deep in the insulator W = 0. In between, the Schrödinger equation, with electron mass m_e, gives

W′ = ψ_u″ψ_d* − ψ_uψ_d*″ = −(2m_eΔ/ħ²) ψ_uψ_d*.

Integrating from the metal into the insulator,

g = −(i/2k) ∫ (2m_eΔ/ħ²) ψ_uψ_d* dx.

The mixing conductance is thus the exchange torque on the part of the wave that overlaps the splitting. For a sharp interface this part is the evanescent tail.

**A sharp barrier**

Let V_s jump from zero to a constant above E_F at x = 0. Inside, ψ_s = t_s e^{−κ_s x}. Continuity of the wave and of its slope (equal masses on both sides) requires

1 + r_s = t_s,  ik(1 − r_s) = −κ_s t_s.

Eliminating t_s gives ik + κ_s = r_s(ik − κ_s), hence

r_s = (k − iκ_s)/(k + iκ_s),  φ_s = −2 arctan(κ_s/k),  t_s = 2k/(k + iκ_s).

The lower barrier lets the wave in further and gives a different phase. In the torque integral, 2m_eΔ/ħ² = κ_d² − κ_u² and the exponentials integrate to 1/(κ_u + κ_d), so

g = −(i/2k)(κ_d − κ_u) t_u t_d* = −2ik(κ_d − κ_u)/[(k + iκ_u)(k − iκ_d)].

Multiplying above and below by (k − iκ_u)(k + iκ_d) = k² + κ_uκ_d + ik(κ_d − κ_u) separates the parts:

Re g = 2k²(κ_d − κ_u)²/D
Im g = −2k(κ_d − κ_u)(k² + κ_uκ_d)/D
D = (k² + κ_u²)(k² + κ_d²).

Equal barriers give g = 0: the wave enters, but there is no exchange splitting to turn its spin. Two very high barriers also give g → 0, because the wave no longer reaches the magnet. In the opposite case, κ_u ≪ k ≪ κ_d, the phases differ by nearly π and Re g approaches its upper bound of 2. Total reflection can thus pump more than Re g = 1, the value obtained when the phase difference is random and its cosine averages to zero.

**Numbers for a model interface**

Take E_F = 5 eV and barriers of 5.5 and 7.5 eV, all measured from the bottom of the metal band. These are round model parameters. With the free-electron mass and normal incidence, k = 11.456 nm⁻¹, κ_u = 3.623 nm⁻¹ and κ_d = 8.100 nm⁻¹. The density tails, of length 1/(2κ_s), reach only 0.138 and 0.062 nm into the insulator. The phases are −35.10° and −70.53°, so

Re g = 1 − cos 35.43° = 0.185
Im g = −sin 35.43° = −0.580.

A film of finite thickness between two such metals shows how little this has to do with transmission. Matching waves at both faces gives, for normal incidence:

0.5 nm: u transmission 3.6 × 10⁻², Re(1 − r_u r_d*) = 0.1863
1.0 nm: u transmission 9.4 × 10⁻⁴, Re(1 − r_u r_d*) = 0.1852
2.0 nm: u transmission 6.7 × 10⁻⁷, Re(1 − r_u r_d*) = 0.1852

The d transmission is smaller still. The transmission dies while the reflection term settles at its half-space value. For the thinnest film this term is not the whole pumping, which then also contains transmission amplitudes.

For an extended flat interface, parallel momentum is conserved and each direction of incidence is a channel. The number of channels per area is d²k_∥/(2π)². Since k_∥² + k² = k_F², this becomes k dk/2π, and

g_area = (1/2π) ∫₀^{k_F} g(k) k dk.

Here κ_s² = 2m_eV_s/ħ² − k², so D is the same for all channels. Numerical integration gives Re g_area = 0.484 nm⁻² and Im g_area = −2.75 nm⁻². The metal has k_F²/4π = 10.44 channels per nm² and spin, so the average Re g is 0.046, well below 0.185. The closed formula shows why: at oblique incidence k falls, and so does κ_d − κ_u = (κ_d² − κ_u²)/(κ_d + κ_u), whose numerator is fixed while its denominator grows.

For precession at 10 GHz, ħω = 41.36 μeV. With a cone angle of 5°, sin²θ = 0.0076, and the pumped spin current per area is

I_z = (41.36 × 10⁻⁶ × 1.602 × 10⁻¹⁹ J/4π)(4.84 × 10¹⁷ m⁻²)(0.0076)
≈ 1.94 × 10⁻⁹ J/m².

Multiplied by 2e/ħ, this is 5.9 × 10⁶ A/m² in charge-current units, with no charge current flowing. The power drawn from the precession is ωI_z ≈ 122 W/m².

**What the numbers depend on**

The value of g is sensitive to the interface profile. Replace each step by V_s/(1 + e^{−x/w}) with w = 0.05 nm and integrate the Schrödinger equation numerically. At normal incidence Re g rises from 0.185 to 0.589, and Im g goes from −0.580 to −0.912. The torque integral still holds, but part of the torque now acts where the electron is not yet evanescent, since the splitting begins before the barrier reaches E_F. Summed over channels, Re g_area rises from 0.484 to 1.51 nm⁻², so I_z and the power computed above triple. A sharp-step value is therefore no prediction for a real interface, where the exchange also comes from localized moments rather than from a uniform spin-split barrier.

The pumping law itself needs reflection amplitudes that hardly vary over the energy ħω. If the metal does not remove the spin, some of it flows back. Where spin in the metal relaxes much faster than the magnet precesses, this reduces the magnitude of the net spin current, but not necessarily its component I_z. The returning spins also turn about m when they reflect, and where |Im g| exceeds Re g, as here, a weak backflow can raise I_z. A strong one suppresses it. The large Im g belongs to the steep profile: for w = 0.2 nm, Re g_area = 9.9 nm⁻² exceeds |Im g_area| = 6.6 nm⁻², and backflow then only lowers I_z. If a barrier drops below E_F, electrons of that spin can propagate in the magnet near normal incidence. Then |r_s| < 1 for these channels, and neither the phase formula nor the derivation above, which used SS† = 1, applies to them.
